# Acoustic-Phonon Mobility of Nondegenerate Electrons and Its Temperature Law: a numerical check

```python
"""
Result under test: the acoustic deformation-potential mobility of
nondegenerate electrons in a parabolic band,
    mu = 2 sqrt(2 pi) e hbar^4 C / (3 m^(5/2) E1^2 (kB T)^(3/2)),
where m is the effective mass, E1 the deformation potential,
C = density * sound_speed^2 the longitudinal elastic constant,
and T the temperature. Screening and other scattering are left out.
SI units are used internally. The thermal wave number kT_wave is
defined by hbar^2 kT_wave^2 / (2 m) = kB T.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

hbar, kB, e = const.hbar, const.k, const.e
mass_ratio, E1_eV = 0.3, 5.0
density, sound_speed = 6000.0, 5000.0
m = mass_ratio * const.m_e
E1 = E1_eV * e
C = density * sound_speed**2


def thermal_wave(T):
    return np.sqrt(2 * m * kB * T) / hbar


def tau_formula(E, T):
    return np.pi * hbar**4 * C / (
        np.sqrt(2) * m**1.5 * E1**2 * kB * T * np.sqrt(E))


def mobility_formula(T):
    return 2 * np.sqrt(2 * np.pi) * e * hbar**4 * C / (
        3 * m**2.5 * E1**2 * (kB * T)**1.5)


def exponent(function, T1, T2):
    return np.log(function(T2) / function(T1)) / np.log(T2 / T1)


# Oscillator on a grid: H = (p^2 + x^2)/2, level spacing 1.
# Thermal transition strengths must follow Bose absorption and emission.
def oscillator_strengths(beta):
    x = np.linspace(-12, 12, 1201)
    h = x[1] - x[0]
    levels, states = eigh_tridiagonal(
        1 / h**2 + x**2 / 2, np.full(len(x) - 1, -0.5 / h**2),
        select="i", select_range=(0, 40))
    strength = (states.T @ (x[:, None] * states))**2
    weight = np.exp(-beta * (levels - levels[0]))
    weight /= weight.sum()
    down = sum(weight[n] * strength[n - 1, n] for n in range(1, 40))
    up = sum(weight[n] * strength[n + 1, n] for n in range(40))
    return down, up


absorb, emit = oscillator_strengths(1.0)
bose = 1 / np.expm1(1.0)
assert abs(absorb / (bose / 2) - 1) < 3e-3
assert abs(emit / ((bose + 1) / 2) - 1) < 3e-3


# Golden rule as a sum over discrete final states in a periodic box.
# The energy delta function is a Gaussian of relative width 0.05.
def summed_rates(T):
    R = 40
    dk = thermal_wave(T) / R
    volume = (2 * np.pi / dk)**3
    n = np.arange(-48, 49)
    nx, ny, nz = np.meshgrid(n, n, n, indexing="ij")
    n2 = nx**2 + ny**2 + nz**2
    near = np.abs(n2 / R**2 - 1) < 0.3
    nx, ny, nz, n2 = nx[near], ny[near], nz[near], n2[near]
    q = dk * np.sqrt((nx - R)**2 + ny**2 + nz**2)
    moved = q > 0
    nx, n2, q = nx[moved], n2[moved], q[moved]
    occupation = 1 / np.expm1(hbar * sound_speed * q / (kB * T))
    M2 = E1**2 * hbar * q / (2 * density * volume * sound_speed)
    M2 = M2 * (2 * occupation + 1)
    width = 0.05
    delta = np.exp(-(n2 / R**2 - 1)**2 / (2 * width**2))
    delta /= np.sqrt(2 * np.pi) * width * kB * T
    terms = 2 * np.pi / hbar * M2 * delta
    cosine = nx / np.sqrt(n2)
    return terms.sum(), (terms * (1 - cosine)).sum()


T0 = 300.0
tau0 = tau_formula(kB * T0, T0)
rate_total, rate_momentum = summed_rates(T0)
assert abs(rate_total * tau0 - 1) < 0.01
assert abs(rate_momentum * tau0 - 1) < 0.01


# Drift current per electron and field, integrated over momentum.
def mobility_from_current(T):
    speed = np.sqrt(2 * kB * T / m)

    def current(c, x):
        if x == 0:
            return 0.0
        tau = tau_formula(kB * T * x**2, T)
        return (speed * x * c)**2 * tau / tau0 * x**2 * np.exp(-x**2)

    top = dblquad(current, 0, 8, -1, 1)[0]
    bottom = 2 * quad(lambda x: x**2 * np.exp(-x**2), 0, 8)[0]
    return e * tau0 * top / (bottom * kB * T)


mu_current = mobility_from_current(T0)
assert abs(mu_current / mobility_formula(T0) - 1) < 1e-6


# Boltzmann equation with exact phonon energies and Bose factors.
# x, y and s are electron, phonon and sound wave numbers / kT_wave.
# path(x) = x * effective relaxation time is the unknown function.
def mobility_inelastic(T, size=240):
    kt = thermal_wave(T)
    s = m * sound_speed / (hbar * kt)
    grid = 6 * ((np.arange(size) + 0.5) / size)**2
    nodes, weights = np.polynomial.legendre.leggauss(64)
    scale = E1**2 * m * kt**2 / (
        4 * np.pi * density * sound_speed * hbar**2)
    matrix = np.zeros((size, size))
    for i, x in enumerate(grid):
        ranges = [(1, max(0.0, 2 * (s - x)), 2 * (s + x))]
        if x > s:
            ranges.append((-1, 0.0, 2 * (x - s)))
        for sign, low, high in ranges:
            y = low + (high - low) * (nodes + 1) / 2
            dy = weights * (high - low) / 2
            number = 1 / np.expm1(hbar * sound_speed * kt * y / (kB * T))
            if sign < 0:
                number = number + 1
            rate = scale * y**2 * number * dy / x
            x_new = np.sqrt(np.maximum(x**2 + sign * 2 * s * y, 1e-24))
            projection = x + (sign * s * y - y**2 / 2) / x
            cosine = projection / x_new
            matrix[i, i] += rate.sum()
            place = np.clip(x_new, grid[0], grid[-1])
            j = np.clip(np.searchsorted(grid, place) - 1, 0, size - 2)
            part = (place - grid[j]) / (grid[j + 1] - grid[j])
            np.add.at(matrix[i], j, -rate * cosine * (1 - part))
            np.add.at(matrix[i], j + 1, -rate * cosine * part)
    path = np.linalg.solve(matrix, grid)
    top = trapezoid(path * grid**3 * np.exp(-grid**2), grid)
    bottom = trapezoid(grid**4 * np.exp(-grid**2), grid)
    return e / m * top / bottom


temperatures = [0.1, 1.0, 10.0, 100.0, 200.0, 300.0, 400.0]
inelastic = {T: mobility_inelastic(T) for T in temperatures}
ratio = {T: inelastic[T] / mobility_formula(T) for T in temperatures}
finer = mobility_inelastic(T0, 360)
grid_change = abs(finer / inelastic[T0] - 1)
slope_inelastic = exponent(lambda T: inelastic[T], 200.0, 400.0)
assert grid_change < 1e-3
assert abs(ratio[300.0] - 1) < 0.005
assert abs(ratio[100.0] - 1) < 0.02
assert abs(slope_inelastic + 1.5) < 0.02
assert ratio[0.1] > 10


# Fermi-Dirac statistics at fixed electron density.
def mobility_fermi(T, electrons):
    prefactor = (2 * m * kB * T)**1.5 / (2 * np.pi**2 * hbar**3)

    def integral(function, eta):
        middle = max(eta, 0.0) + 1.0
        return (quad(function, 0, middle, limit=200)[0]
                + quad(function, middle, middle + 45, limit=200)[0])

    def excess(eta):
        filled = integral(lambda x: np.sqrt(x) * expit(eta - x), eta)
        return np.log(prefactor * filled / electrons)

    eta = brentq(excess, -30, 60)

    def window(x):
        return expit(eta - x) * expit(x - eta)

    top = integral(lambda x: x * window(x), eta)
    bottom = integral(lambda x: x**1.5 * window(x), eta)
    return e / m * tau_formula(kB * T, T) * top / bottom


densities_cm3 = [1e16, 1e18, 1e20]
fermi_slopes = [exponent(lambda T: mobility_fermi(T, n * 1e6), 200.0, 400.0)
                for n in densities_cm3]
assert abs(fermi_slopes[0] + 1.5) < 0.01
assert abs(fermi_slopes[2] + 1.0) < 0.05

mean_path = tau0 * np.sqrt(2 * kB * T0 / m)
phonon_ratio = 2 * hbar * sound_speed * thermal_wave(T0) / (kB * T0)
average_factor = mu_current * m / (e * tau0)
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"deformation potential: {E1_eV:.2f} eV")
print(f"mass density: {density:.0f} kg/m^3")
print(f"sound speed: {sound_speed:.0f} m/s")
print(f"elastic constant: {C / 1e9:.1f} GPa")
print(f"example temperature: {T0:.0f} K")
print(f"thermal energy: {kB * T0 / e * 1e3:.3f} meV")
print(f"thermal wave number: {thermal_wave(T0) / 1e9:.4f} 1/nm")
print(f"largest phonon energy / kBT, at E=kBT: {phonon_ratio:.4f}")
print(f"relaxation time at E=kBT: {tau0 * 1e12:.4f} ps")
print(f"mean free path: {mean_path * 1e9:.2f} nm")
print(f"wave number times path: {thermal_wave(T0) * mean_path:.2f}")
print(f"average time / time at kBT: {average_factor:.6f}")
print(f"average relaxation time: {average_factor * tau0 * 1e12:.4f} ps")
print(f"mobility from current integral: {mu_current * 1e4:.2f} cm^2/(V s)")
print(f"oscillator absorption / Bose value: {absorb / (bose / 2):.6f}")
print(f"oscillator emission / Bose value: {emit / ((bose + 1) / 2):.6f}")
print(f"state-sum total rate * tau: {rate_total * tau0:.6f}")
print(f"state-sum momentum rate * tau: {rate_momentum * tau0:.6f}")
for T in [100.0, 200.0, 300.0, 400.0]:
    print(f"formula mobility, {T:.0f} K: "
          f"{mobility_formula(T) * 1e4:.2f} cm^2/(V s)")
    print(f"inelastic mobility, {T:.0f} K: "
          f"{inelastic[T] * 1e4:.2f} cm^2/(V s)")
for T in temperatures:
    print(f"inelastic / formula mobility, {T:g} K: {ratio[T]:.5g}")
print(f"relative change on finer grid, 300 K: {grid_change:.2e}")
print(f"inelastic exponent, 200 to 400 K: {slope_inelastic:.5f}")
for n, slope in zip(densities_cm3, fermi_slopes):
    print(f"exponent 200 to 400 K, density {n:.0e} cm^-3: {slope:.5f}")
print("done: every assertion held")
```

Printed output:

```
effective mass: 0.30 electron masses
deformation potential: 5.00 eV
mass density: 6000 kg/m^3
sound speed: 5000 m/s
elastic constant: 150.0 GPa
example temperature: 300 K
thermal energy: 25.852 meV
thermal wave number: 0.4512 1/nm
largest phonon energy / kBT, at E=kBT: 0.1149
relaxation time at E=kBT: 1.6864 ps
mean free path: 293.60 nm
wave number times path: 132.47
average time / time at kBT: 0.752253
average relaxation time: 1.2686 ps
mobility from current integral: 7437.24 cm^2/(V s)
oscillator absorption / Bose value: 1.000063
oscillator emission / Bose value: 0.999955
state-sum total rate * tau: 1.000217
state-sum momentum rate * tau: 1.000420
formula mobility, 100 K: 38645.03 cm^2/(V s)
inelastic mobility, 100 K: 38891.21 cm^2/(V s)
formula mobility, 200 K: 13663.08 cm^2/(V s)
inelastic mobility, 200 K: 13706.45 cm^2/(V s)
formula mobility, 300 K: 7437.24 cm^2/(V s)
inelastic mobility, 300 K: 7452.96 cm^2/(V s)
formula mobility, 400 K: 4830.63 cm^2/(V s)
inelastic mobility, 400 K: 4838.28 cm^2/(V s)
inelastic / formula mobility, 0.1 K: 375.31
inelastic / formula mobility, 1 K: 2.0449
inelastic / formula mobility, 10 K: 1.0669
inelastic / formula mobility, 100 K: 1.0064
inelastic / formula mobility, 200 K: 1.0032
inelastic / formula mobility, 300 K: 1.0021
inelastic / formula mobility, 400 K: 1.0016
relative change on finer grid, 300 K: 1.84e-09
inelastic exponent, 200 to 400 K: -1.50229
exponent 200 to 400 K, density 1e+16 cm^-3: -1.49939
exponent 200 to 400 K, density 1e+18 cm^-3: -1.44513
exponent 200 to 400 K, density 1e+20 cm^-3: -1.01605
done: every assertion held
```
